# Emission Spectra from a Liouvillian: Removing the Singular Elastic Line

A notch filter is to block scattered laser light in front of a detector that counts photons from a driven emitter. Whether this is acceptable depends on how much fluorescence sits exactly at the laser frequency, and how much is spread around it. A calculation must therefore deliver two separate objects: the weight of an infinitely narrow line, and a smooth spectrum that has a definite value even at the laser frequency. The obvious linear solve fails at that frequency, and the way it fails shows how to repair it.

## The quantity to be computed

Let the emitter have \(d\) levels and a density matrix \(\rho\) in the frame rotating at the laser frequency \(\omega_L\). It obeys

\[
\dot\rho=\mathcal L\rho=-\frac{i}{\hbar}[H,\rho]+\sum_k\left(C_k\rho C_k^\dagger-\tfrac12\{C_k^\dagger C_k,\rho\}\right),
\]

with \(H\) and \(C_k\) independent of time. I assume that \(\mathcal L\) has a simple eigenvalue 0 and that its other eigenvalues have negative real parts. The steady state is then unique and is reached from any initial state. From here on, \(\rho\) and \(\langle\cdot\rangle\) refer to it.

Let \(A\) be the lowering operator that sources the field, and \(\nu=\omega-\omega_L\). Leaving out propagation and detector factors, the spectrum is

\[
S(\nu)=\frac1{2\pi}\int_{-\infty}^{\infty}d\tau\,e^{i\nu\tau}\langle A^\dagger(0)A(\tau)\rangle .
\]

Stationarity gives \(\langle A^\dagger(0)A(-\tau)\rangle=\langle A^\dagger(\tau)A(0)\rangle=\langle A^\dagger(0)A(\tau)\rangle^*\). The two half-axes are complex conjugates, so

\[
S(\nu)=\frac1\pi\,\mathrm{Re}\int_0^\infty d\tau\,e^{i\nu\tau}\langle A^\dagger(0)A(\tau)\rangle .
\]

For dimensionless \(A\), \(S\) is in seconds, per unit angular frequency.

The correlation function needs the evolution \(U\) of emitter plus reservoir. Cyclicity of the trace gives \(\mathrm{Tr}[\rho_{\rm tot}A^\dagger U^\dagger AU]=\mathrm{Tr}[A\,U\rho_{\rm tot}A^\dagger U^\dagger]\). If the reservoir has no memory and \(\rho_{\rm tot}\) factorizes, the assumptions behind \(\mathcal L\) itself, then \(\rho A^\dagger\) evolves like a density matrix:

\[
\langle A^\dagger(0)A(\tau)\rangle=\mathrm{Tr}\left[A\,e^{\mathcal L\tau}(\rho A^\dagger)\right].
\]

This is quantum regression. Reservoir memory can invalidate it.

## The naive solve and its failure

Stack the columns of a matrix \(X\) into \(\mathrm{vec}X\). Column \(j\) of \(AXB\) is \(\sum_k B_{kj}A\,X_{\cdot k}\), so block \((j,k)\) of the map is \((B^T)_{jk}A\), and \(\mathrm{vec}(AXB)=(B^T\otimes A)\,\mathrm{vec}X\). Applied term by term, this gives

\[
L=-\frac i\hbar(1\otimes H-H^T\otimes1)+\sum_k\left[C_k^*\otimes C_k-\tfrac12\,1\otimes C_k^\dagger C_k-\tfrac12(C_k^\dagger C_k)^T\otimes1\right].
\]

Define \(r=\mathrm{vec}\rho\), \(t=\mathrm{vec}1\), \(b=\mathrm{vec}(\rho A^\dagger)\) and \(c=\mathrm{vec}(A^T)\). Then \(t^T\mathrm{vec}X=\mathrm{Tr}X\) and \(c^T\mathrm{vec}X=\mathrm{Tr}(AX)\). The correlation function is \(c^Te^{L\tau}b\), and integrating the exponential suggests

\[
(-i\nu-L)x=b,\qquad S(\nu)=\frac1\pi\mathrm{Re}(c^Tx).
\]

At \(\nu=0\) the matrix is singular, because \(Lr=0\). The time domain shows why. Trace conservation reads \(t^TL=0\), so \(t\) and \(r\) are the left and right null vectors, with \(t^Tr=1\). All other modes decay, hence

\[
e^{L\tau}\to P=r\,t^T,\qquad c^TPb=\langle A\rangle\langle A^\dagger\rangle=|\langle A\rangle|^2 .
\]

If \(\langle A\rangle\ne0\), the correlation function ends on a plateau, the steady oscillation of the mean dipole at the laser frequency, and its time integral diverges. With a damping factor \(e^{-\varepsilon\tau}\), the plateau contributes

\[
\frac1\pi\mathrm{Re}\frac{|\langle A\rangle|^2}{\varepsilon-i\nu}
=\frac{|\langle A\rangle|^2}{\pi}\frac{\varepsilon}{\varepsilon^2+\nu^2}
\;\longrightarrow\;|\langle A\rangle|^2\delta(\nu).
\]

This is the elastic line. For \(\varepsilon=0\) and \(\nu\ne0\) its contribution is purely imaginary, so in exact arithmetic the naive solve gives the right smooth spectrum away from the line. Numerically the system deteriorates: \((-i\nu-L)r=-i\nu r\) shows that the smallest singular value is at most \(|\nu|\). In the example below, at \(\nu=10^{-6}\gamma\) with \(\gamma\) the decay rate, the condition number is \(6.7\times10^6\).

## Removing the line from both sides of the equation

The first repair is to subtract the plateau from the source:

\[
b_{\rm inc}=(1-P)b=b-r\langle A^\dagger\rangle,\qquad t^Tb_{\rm inc}=0 .
\]

The correlation \(g(\tau)=c^Te^{L\tau}b_{\rm inc}\) now decays, and its transform is the smooth spectrum \(S_{\rm inc}\). The matrix at \(\nu=0\) is still singular, however. Solutions exist, but any multiple of \(r\) may be added to them.

A least-squares routine resolves this ambiguity by taking the solution of smallest norm, \(x_{\rm ls}=x+\alpha r\), where \(x\) is the required one. That choice has no physical basis. The required \(x=\int_0^\infty e^{L\tau}b_{\rm inc}\,d\tau\) has zero trace, because \(t^Te^{L\tau}=t^T\). The extra term changes \(c^Tx\) by \(\alpha\langle A\rangle\), with \(\alpha=t^Tx_{\rm ls}\). In the example, least squares gives \(S_{\rm inc}(0)=0.221\) ns instead of 0.283 ns, 22% below the correct value. Subtracting \(r\,t^Tx_{\rm ls}\) restores it.

It is simpler to build the trace condition into the matrix. Choose any rate \(\kappa>0\) and solve

\[
(-i\nu-L+\kappa P)x=b_{\rm inc},\qquad S_{\rm inc}(\nu)=\frac1\pi\mathrm{Re}(c^Tx).
\]

Multiplying from the left by \(t^T\), with \(t^TL=0\) and \(t^TP=t^T\), gives \((\kappa-i\nu)\,t^Tx=0\). Thus \(t^Tx=0\), so \(Px=0\), and \(x\) solves the original equation with the correct trace. The result does not depend on \(\kappa\).

The matrix is invertible at every real \(\nu\). If it annihilates \(y\), the same multiplication gives \(t^Ty=0\), leaving \(Ly=-i\nu y\). For \(\nu\neq0\) this would be an imaginary eigenvalue, excluded by assumption. For \(\nu=0\), \(y\) is a multiple of \(r\) with zero trace, hence zero. With \(\kappa\) equal to the spectral norm of \(L\), the condition number quoted above drops to 9.4.

The steady state can be found in the same way. Take \(q=t/d\), so that \(t^Tq=1\), and solve

\[
(L-\kappa q\,t^T)r=-\kappa q .
\]

Multiplication by \(t^T\) gives \(t^Tr=1\); the two \(\kappa\) terms then cancel, leaving \(Lr=0\). If the matrix annihilates \(y\), then \(t^Ty=0\), next \(Ly=0\), and again \(y=0\).

The complete procedure is:

1. Build \(L\) and solve for \(r\).
2. Record the elastic weight \(|\langle A\rangle|^2\) and form \(b_{\rm inc}\).
3. For each \(\nu\), solve the deflated system and take \(\mathrm{Re}(c^Tx)/\pi\).

Elimination on \(d^2\) unknowns costs of order \(d^6\) operations per frequency. A check on the frequency grid follows from the inverse transform at \(\tau=0\):

\[
\int_{-\infty}^{\infty}S_{\rm inc}\,d\nu=c^Tb_{\rm inc}=\langle A^\dagger A\rangle-|\langle A\rangle|^2 .
\]

The assumptions mark where the scheme stops. Several steady states make the zero eigenvalue multiple, and \(P\) is no longer \(r\,t^T\). Undamped oscillations add further sharp lines, which this \(P\) does not remove. An eigenvalue merely close to zero is legitimate: it can produce a narrow peak or a narrow dip of finite width, which must be kept and resolved.

## A driven two-level emitter

Take \(A=\sigma_-\), \(\Delta=\omega_L-\omega_0\) with \(\omega_0\) the transition frequency, and

\[
H=-\hbar\Delta\,\sigma_+\sigma_-+\tfrac{\hbar\Omega}2(\sigma_++\sigma_-),\quad C_1=\sqrt\gamma\,\sigma_-,\quad C_2=\sqrt{\gamma_\phi/2}\,\sigma_z .
\]

Operators evolve under the adjoint \(\mathcal L^\dagger O=\frac i\hbar[H,O]+\sum_k(C_k^\dagger OC_k-\frac12\{C_k^\dagger C_k,O\})\). The commutators \([\sigma_+\sigma_-,\sigma_-]=-\sigma_-\), \([\sigma_+,\sigma_-]=\sigma_z\) and \([\sigma_\pm,\sigma_z]=\mp2\sigma_\pm\) give the coherent terms. Decay damps \(\sigma_-\) at \(\gamma/2\), and \(\sigma_z\sigma_-\sigma_z=-\sigma_-\) adds \(\gamma_\phi\). With \(\Gamma_2=\gamma/2+\gamma_\phi\),

\[
\mathcal L^\dagger\sigma_-=(i\Delta-\Gamma_2)\sigma_-+\tfrac{i\Omega}2\sigma_z,\qquad
\mathcal L^\dagger\sigma_z=i\Omega(\sigma_--\sigma_+)-\gamma(1+\sigma_z).
\]

In the steady state both averages vanish. Writing \(w=\langle\sigma_z\rangle\), the first gives

\[
\langle\sigma_-\rangle=\frac{i\Omega w}{2(\Gamma_2-i\Delta)}=\frac{i\Omega w(\Gamma_2+i\Delta)}{2(\Gamma_2^2+\Delta^2)} .
\]

Hence \(\langle\sigma_-\rangle-\langle\sigma_+\rangle=i\Omega w\Gamma_2/(\Gamma_2^2+\Delta^2)\). The second equation becomes \(-sw=1+w\), so that \(w=-1/(1+s)\) and

\[
s=\frac{\Omega^2\Gamma_2}{\gamma(\Gamma_2^2+\Delta^2)},\qquad p=\langle\sigma_+\sigma_-\rangle=\frac{1+w}2=\frac{s}{2(1+s)} .
\]

Finally \(|\langle\sigma_-\rangle|^2=\Omega^2w^2/[4(\Gamma_2^2+\Delta^2)]=\gamma s/[4\Gamma_2(1+s)^2]\), and the elastic share of the emission is

\[
\frac{|\langle\sigma_-\rangle|^2}{p}=\frac{\gamma}{2\Gamma_2(1+s)} .
\]

For weak driving without dephasing the share tends to one. Strong driving sends it to zero.

### A closed spectrum for comparison

Set \(\Delta=\gamma_\phi=0\). For the traceless matrix \(X\) that starts as \(\rho\sigma_+-\rho\langle\sigma_+\rangle\), let \(X_j=\mathrm{Tr}(\sigma_jX)\). With \(\sigma_x=\sigma_-+\sigma_+\) and \(\sigma_y=i(\sigma_--\sigma_+)\), the adjoint equations give

\[
\dot X_x=-\tfrac\gamma2X_x,\quad \dot X_y=-\tfrac\gamma2X_y-\Omega X_z,\quad \dot X_z=\Omega X_y-\gamma X_z .
\]

The steady state has \(\langle\sigma_x\rangle=0\), \(p=\Omega^2/(\gamma^2+2\Omega^2)\), \(v=\langle\sigma_y\rangle=2\gamma\Omega/(\gamma^2+2\Omega^2)\) and \(\langle\sigma_+\rangle=iv/2\). Using \(\sigma_+^2=0\), \(\sigma_+\sigma_z=-\sigma_+\) and \(1+w=2p\), the initial values are \(X_x=p\), \(X_y=i(p-v^2/2)\) and \(X_z=-ipv\). A Laplace transform with \(z=-i\nu\) turns the last two equations into a \(2\times2\) system. Solving it for \(X_y\) and using \(\sigma_-=(\sigma_x-i\sigma_y)/2\) yields

\[
S_{\rm inc}=\frac1{2\pi}\mathrm{Re}\left[\frac p{z+\gamma/2}+\frac{(z+\gamma)(p-v^2/2)+\Omega pv}{(z+\gamma/2)(z+\gamma)+\Omega^2}\right].
\]

The second denominator vanishes at \(z=-3\gamma/4\pm i\sqrt{\Omega^2-\gamma^2/16}\). For \(\Omega\gg\gamma\) these roots are the two sidebands of the resonance-fluorescence triplet. The deflated solve reproduces this formula to rounding error.

### When the spectrum is symmetric

Detuning alone does not make the spectrum lopsided. To see this, differentiate \(g\) at \(\tau=0^+\). Since \(\mathrm{Tr}[O\rho\sigma_+]=\langle\sigma_+O\rangle\) and the subtracted part contributes \(\langle\mathcal L^\dagger\sigma_-\rangle=0\),

\[
g'(0)=\langle\sigma_+\mathcal L^\dagger\sigma_-\rangle=(i\Delta-\Gamma_2)p-\tfrac{i\Omega}2\langle\sigma_+\rangle .
\]

Insert the conjugate of \(\langle\sigma_-\rangle\), then \(\Omega^2/(\Gamma_2^2+\Delta^2)=s\gamma/\Gamma_2\). The last term becomes \(\gamma p(\Gamma_2-i\Delta)/(2\Gamma_2)\). With \(\Gamma_2-\gamma/2=\gamma_\phi\),

\[
g'(0)=-p\gamma_\phi\left(1-\frac{i\Delta}{\Gamma_2}\right).
\]

Applying \(\mathcal L^\dagger\) once more, and using \(\langle\sigma_+\mathcal L^\dagger\sigma_z\rangle=i\Omega p\), which holds because \(\sigma_+^2=0\) and \(\sigma_+(1+\sigma_z)=0\), gives

\[
g''(0)=(i\Delta-\Gamma_2)g'(0)-\tfrac12\Omega^2p .
\]

The three components \(X_j\) evolve under a real \(3\times3\) matrix, since \(\mathcal L\) preserves Hermiticity. By the Cayley–Hamilton theorem \(g\) obeys a third-order differential equation with real coefficients, so it is real if \(g(0)\), \(g'(0)\) and \(g''(0)\) are real. The first is \(p-|\langle\sigma_-\rangle|^2\). The other two are real if \(\gamma_\phi=0\) or \(\Delta=0\); otherwise \(\mathrm{Im}\,g'(0)\ne0\) for a driven emitter. A real \(g\) is equivalent to an even spectrum, because \(g(\tau)=\int S_{\rm inc}e^{-i\nu\tau}d\nu\). In this model, asymmetry requires both detuning and pure dephasing.

The same derivative fixes the far wings. Two integrations by parts give \(\int_0^\infty e^{i\nu\tau}g\,d\tau=ig(0)/\nu-g'(0)/\nu^2+O(\nu^{-3})\), so for \(\gamma_\phi>0\) the spectrum tends to \(p\gamma_\phi/(\pi\nu^2)\). For \(\gamma_\phi>0\), a grid cut off at \(\pm K\) well beyond the sidebands therefore misses a weight close to \(2p\gamma_\phi/(\pi K)\), inversely proportional to the cutoff.

For the first moment, \(g(-\tau)=g(\tau)^*\) makes the slopes on the two sides of zero \(g'(0)\) and \(-g'(0)^*\). Their mean, \(i\,\mathrm{Im}\,g'(0)\), equals \(-i\int\nu S_{\rm inc}d\nu\) with symmetric cutoffs. Thus

\[
\mathrm{PV}\!\int\nu S_{\rm inc}\,d\nu=-\frac{p\,\Delta\,\gamma_\phi}{\Gamma_2} .
\]

The emitter frequency lies at \(\nu=-\Delta\), so dephasing moves the first moment toward the emitter's side of the laser.

## The filter decision in numbers

Consider a model emitter with \(\gamma=2\), \(\gamma_\phi=0.5\), \(\Omega=10\) and \(\Delta=5\), all in \(10^8\ \mathrm{s^{-1}}\) (angular frequencies in rad/s), and let all population decay be radiative. Then \(\Gamma_2=1.5\) in the same unit, and

\[
s=\frac{100\times1.5}{2(2.25+25)}=2.752,\qquad p=\frac{2.752}{2\times3.752}=0.3667 .
\]

The elastic share is \(2/(2\times1.5\times3.752)=17.8\%\). Of the \(\gamma p=73.3\times10^6\) photons emitted per second, \(13.0\times10^6\) are elastic and \(60.3\times10^6\) inelastic. A stop band of angular width \(B\), narrow compared with the central peak, removes the elastic photons and a further \(\gamma S_{\rm inc}(0)B\) per second, with \(S_{\rm inc}(0)=0.283\) ns. As \(B\) decreases, the cost of the filter approaches the elastic share, 17.8% of the signal. This limit needs a very narrow band: an ideal rectangular stop band removes 20% of the signal at \(B=0.3\times10^8\) rad/s (about 5 MHz), 25% at \(10^8\) rad/s and 52% at \(10^9\) rad/s. A band 1 cm⁻¹ wide (\(1.9\times10^{11}\) rad/s) covers the whole triplet and removes 99.97%. The sharp elastic line also presumes a monochromatic laser, in practice one much narrower than \(B\).

The smooth spectrum has three peaks:

| Peak | \(\nu\) (\(10^8\) rad/s) | \(S_{\rm inc}\) (ns) |
|---|---:|---:|
| lower | −11.05 | 0.217 |
| central | −0.01 | 0.283 |
| upper | 10.96 | 0.115 |

The nonzero eigenvalues of \(L\) are \(-1.60\) and \(-1.70\pm11.18i\), in \(10^8\ \mathrm{s^{-1}}\). Since these are distinct, \(c^Tx\) is a sum of terms \(R_k/(-i\nu-\lambda_k)\), centred at \(\nu=-\mathrm{Im}\lambda_k\) with half-widths \(-\mathrm{Re}\lambda_k\). The weights \(R_k\) may be complex and the terms overlap, so the maxima need not coincide with these centres.

The sideband on the emitter's side is nearly twice as high as the other. The first moment is \(-0.3667\times5\times0.5/1.5=-0.611\), in \(10^8\) rad/s, with the sign derived above. With \(\gamma_\phi=0\) and the other parameters unchanged, both sidebands have height 0.153 ns and lie at \(\pm11.02\times10^8\) rad/s.

The numerical check also computes the spectrum without \(L\), by integrating the master equation in time and transforming the correlation function. For this emitter and for a random three-level system, the two routes differ by less than \(10^{-6}\) of the largest spectral value compared.

## Table of computed values

```
gamma = 2.00 x 1e8 s^-1
gamma_phi = 0.50 x 1e8 s^-1
Gamma2 = 1.50 x 1e8 s^-1
Omega = 10.00 x 1e8 rad/s
Delta = 5.00 x 1e8 rad/s
saturation s = 2.75229 (dimensionless)
excited population p = 0.366748 (dimensionless)
<sigma_minus> = 0.244499 -0.073350 i (dimensionless)
elastic weight = 0.065160 (dimensionless)
inelastic weight = 0.301588 (dimensionless)
integral of S_inc = 0.301588 (dimensionless)
elastic share = 17.767 percent
total photon rate = 73.3496 x 1e6 s^-1
elastic photon rate = 13.0320 x 1e6 s^-1
inelastic photon rate = 60.3177 x 1e6 s^-1
nonzero eigenvalue = -1.69998 -11.17676 i x 1e8 s^-1
nonzero eigenvalue = -1.60003 -0.00000 i x 1e8 s^-1
nonzero eigenvalue = -1.69998 +11.17676 i x 1e8 s^-1
nu (1e8 rad/s) | S_inc resolvent (ns) | S_inc time road (ns)
 -15.0 | 0.029223 | 0.029223
 -11.0 | 0.216888 | 0.216888
  -5.0 | 0.051553 | 0.051553
   0.0 | 0.282528 | 0.282528
   5.0 | 0.042646 | 0.042646
  11.0 | 0.115006 | 0.115006
  15.0 | 0.013531 | 0.013531
lower peak: nu = -11.0534 x 1e8 rad/s, S = 0.217091 ns
central peak: nu = -0.0138 x 1e8 rad/s, S = 0.282548 ns
upper peak: nu = 10.9646 x 1e8 rad/s, S = 0.115051 ns
no dephasing, lower: nu = -11.0240 x 1e8 rad/s, S = 0.152709 ns
no dephasing, upper: nu = 11.0240 x 1e8 rad/s, S = 0.152709 ns
max asymmetry, example = 0.37153 (dimensionless)
max asymmetry, no dephasing = 1.7e-14 (dimensionless)
max asymmetry, no detuning = 0.0e+00 (dimensionless)
first moment, quadrature = -0.611247 x 1e8 rad/s
first moment, formula = -0.611247 x 1e8 rad/s
far-wing pi nu^2 S = 0.183375 x 1e8 s^-1
p gamma_phi = 0.183374 x 1e8 s^-1
S_inc(0), deflated solve = 0.282528 ns
S_inc(0), least squares = 0.221269 ns
S_inc(0), least squares made traceless = 0.282528 ns
condition number at nu = 1e-6 gamma, raw = 6.70e+06
condition number at nu = 1e-6 gamma, deflated = 9.4
time-road error / largest S, emitter = 2.5e-10
time-road error / largest S, three levels = 8.4e-11
max relative error, resonant closed form = 8.5e-15
```
